# Charged Slabs with Neutralising Background: Linear Energy Growth and Its Limits

**Q.** I computed a charged vacancy in a monolayer, with a homogeneous background to keep the cell neutral. When I add vacuum, the energy changes. Vacuum is empty, so why should it matter?

**A.** The added region is not empty, because the background fills it. Replace the defect charge $q$ by a uniform sheet at $z=0$, with $\sigma=q/A$, in a cell of area $A$ and height $L$. I use atomic units, so Gauss's law reads $dE/dz=4\pi\rho$. The background density is $-\sigma/L$, and for $0<z<L$

$$\frac{dE}{dz}=-\frac{4\pi\sigma}{L}\quad\Rightarrow\quad E(z)=C-\frac{4\pi\sigma z}{L}.$$

A periodic potential requires $\int_0^L E\,dz=CL-2\pi\sigma L=0$, so $C=2\pi\sigma$ and

$$E(z)=2\pi\sigma\left(1-\frac{2z}{L}\right).$$

The field energy per cell is

$$\mathcal E=\frac{A}{8\pi}\int_0^L E^2dz=\frac{A}{8\pi}\,4\pi^2\sigma^2\,\frac L3=\frac{\pi q^2L}{6A}.$$

The field next to the sheet is $2\pi\sigma$ whatever the height. A taller cell contains more of the same field, and at fixed $A$ the energy grows linearly without limit.

**Q.** Plane-wave calculations set the average potential to zero. Could another choice of zero remove the growth?

**A.** No. Integrating $-E$ gives $\phi(z)=\phi(0)-2\pi\sigma(z-z^2/L)$. The cell average of $z-z^2/L$ is $L/2-L/3=L/6$, so zero mean requires $\phi(0)=\pi\sigma L/3$. By symmetry, for $|z|\le L/2$,

$$\phi(z)=2\pi\sigma\left(\frac L6-|z|+\frac{z^2}{L}\right).$$

The background contributes nothing to $\tfrac12\int\rho\phi$, because it multiplies the mean of $\phi$. What remains is $\tfrac12q\phi(0)=\pi q^2L/(6A)$, as before. A constant added to $\phi$ multiplies the total charge of the cell, which is zero.

**Q.** The formation energy also contains the valence-band edge $E_v$, taken from the neutral slab:

$$E_f(q)=\mathcal E_{\rm tot}(q)-\mathcal E_{\rm tot}(0)+\sum(\text{atomic reservoirs})+q(E_v+E_F).$$

Perhaps its reference moves with $L$ and cancels the growth.

**A.** It moves, but in the wrong way for that. Take a neutral symmetric slab with charge density $\rho_h(z)$, and set its potential to zero in the vacuum. Two integrations by parts, whose boundary terms vanish there, give

$$\int\phi_h\,dz=\frac12\int z^2\phi_h''\,dz=-2\pi\int z^2\rho_h\,dz\equiv-2\pi Q.$$

The mean lies at $-2\pi Q/L$, so the electrostatic potential in the vacuum is $2\pi Q/L$ above its mean; for an electron's energy the sign is reversed. This shift decays with $L$ and cannot cancel a growing term. With zero-mean potentials throughout, the host potential acts on the added charge but not on the background, and any constant in it cancels between $\mathcal E_{\rm tot}(q)$ and $qE_v$.

**Q.** A real slab has thickness and polarises. Surely screening reduces the slope.

**A.** It reduces the field inside the slab, while the slope comes from the vacuum. Let the slab have thickness $t$ and normal permittivity $\varepsilon_\perp$, with the sheet at its centre. The displacement is fixed by the free charge, $D=2\pi\sigma(1-2z/L)$ for $0<z<L$, and the energy density is $D^2/(8\pi\varepsilon)$. In the half cell we need

$$\int_0^{t/2}\left(1-\frac{2z}{L}\right)^2dz=\frac L6\left[1-\left(1-\frac tL\right)^3\right],$$

and the vacuum part, from $t/2$ to $L/2$, gives $(L/6)(1-t/L)^3$. Weighting the first by $1/\varepsilon_\perp$ and doubling for the two halves,

$$\frac{\mathcal E}{A}=\frac{\pi\sigma^2L}{6}\left[\frac1{\varepsilon_\perp}+\left(1-\frac1{\varepsilon_\perp}\right)\left(1-\frac tL\right)^3\right].$$

Expanding the cube,

$$\frac{\mathcal E}{A}=\frac{\pi\sigma^2}{6}\left[L-\left(1-\frac1{\varepsilon_\perp}\right)\left(3t-\frac{3t^2}{L}+\frac{t^3}{L^2}\right)\right].$$

At fixed $t$ the permittivity enters the constant and the decaying terms, and the limiting slope is that of the bare sheet. If the dielectric fills the cell, $t=L$, the slope is divided by $\varepsilon_\perp$.

**Q.** My vacancy is in an outer atomic layer, not at the centre.

**A.** Move the sheet to $z_0>0$ inside the slab. Between $0$ and $z_0$ the displacement loses $4\pi\sigma$, and a constant $c$ must restore $\int D/\varepsilon\,dz=0$. Write the new displacement as $X+c$, with $X=D-4\pi\sigma$ on $(0,z_0)$ and $X=D$ elsewhere. Since $D$ is odd and $\varepsilon$ even, $\int X/\varepsilon\,dz=-4\pi\sigma z_0/\varepsilon_\perp$. With $\Lambda=\int dz/\varepsilon=L-t(1-1/\varepsilon_\perp)$, this gives $c=4\pi\sigma z_0/(\varepsilon_\perp\Lambda)$ and

$$\int\frac{(X+c)^2}{\varepsilon}dz=\int\frac{X^2}{\varepsilon}dz-c^2\Lambda.$$

On $(0,z_0)$, $X^2-D^2=-8\pi\sigma D+16\pi^2\sigma^2=32\pi^2\sigma^2z/L$, which integrates to $16\pi^2\sigma^2z_0^2/L$. Dividing by $8\pi$,

$$\frac{\Delta\mathcal E}{A}=2\pi\sigma^2z_0^2\left[\frac1{\varepsilon_\perp L}-\frac1{\varepsilon_\perp^2\Lambda}\right].$$

This decays as $1/L$, and the slope survives. By symmetry the same holds for $z_0<0$.

**Q.** You have treated a sheet. A vacancy is localised, and an infinite charged sheet has infinite energy even without periodic images. What would the correct answer be?

**A.** The target is one isolated defect, whose electrostatic energy is finite once its charge has a finite width. Expand the lateral charge in plane waves. The wave $\mathbf g=0$ is the sheet already treated. For $\mathbf g\neq0$ the potential amplitude $u$ obeys

$$-\frac{d}{dz}\left(\varepsilon_\perp\frac{du}{dz}\right)+\varepsilon_\parallel g^2u=4\pi\delta(z),$$

with both permittivities equal to one in vacuum. For a central defect $u$ is symmetric about $z=L/2$, so in vacuum $u\propto\cosh g(L/2-z)$. Define $Y=-\varepsilon_\perp u'/(gu)$. At the slab face, $Y_v=\tanh[g(L-t)/2]$.

Inside, let $\kappa=\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$, $\bar\varepsilon=\sqrt{\varepsilon_\parallel\varepsilon_\perp}=\varepsilon_\perp\kappa$ and $x=\kappa g(t/2-z)$. Continuity of $u$ and $\varepsilon_\perp u'$ at the face gives

$$u=u_f\left[\cosh x+\frac{Y_v}{\bar\varepsilon}\sinh x\right].$$

Evaluating $Y$ at the centre, with $T=\tanh(\kappa gt/2)$,

$$Y=\frac{Y_v+\bar\varepsilon T}{1+Y_vT/\bar\varepsilon},\qquad u_g=\frac{2\pi}{gY}.$$

The last step uses the flux leaving both sides of the source, $2gYu_g=4\pi$. For a Gaussian charge $\propto e^{-r^2/2s^2}$, the array energy minus the isolated energy is, for these waves,

$$\mathcal E_{\rm lat}=\frac{q^2}{2}\left[\frac1A\sum_{\mathbf g\ne0}e^{-g^2s^2}u_g(L)-\int\frac{d^2g}{(2\pi)^2}e^{-g^2s^2}u_g(\infty)\right].$$

At large $L$, $1-Y_v\simeq2e^{-g(L-t)}$, so this part approaches a constant exponentially. The total finite-size error is the sheet energy plus $\mathcal E_{\rm lat}$. For point charges on a hexagonal lattice in vacuum it tends to

$$q^2\left[\frac{\pi L}{6A}-\frac{1.9605}{\sqrt A}\right].$$

The negative term outweighs the growing one until $L\approx3.74\sqrt A$, but it does not change the slope.

**Q.** Then I should make the cell wider instead of taller.

**A.** Not at fixed height. In vacuum $u_g=(2\pi/g)\coth(gL/2)$, which is $4\pi/(g^2L)$ for $gL\ll1$. With lateral edge $a$, the smallest waves have $g\sim1/a$, and the sum contributes about

$$\frac{q^2}{2}\int_{1/a}^{1/L}\frac{g\,dg}{2\pi}\frac{4\pi}{g^2L}=\frac{q^2}{L}\ln\frac aL.$$

The vertical images have become a charged column, and its field energy grows logarithmically with the distance to the next column. Doubling $a$ therefore costs $q^2\ln2/L$. Three-dimensional Ewald sums for square cells with $a=4L$ and $8L$ give a step of $0.69315\,q^2/L$, which is this value. A slab also screens in the plane: for $g\to0$ the $L$ in $4\pi/(g^2L)$ becomes $\int\varepsilon_\parallel\,dz=L+(\varepsilon_\parallel-1)t$. The growth is then slower, but still without limit. A negative error need not shrink at first. The positive sheet term falls as $1/A$, faster than the negative lateral term, so in vacuum widening deepens the error while $L>1.87\sqrt A$. In the example below, at $L=40$ Å, it goes from $-0.099$ eV at $a=21$ Å to $-0.283$ eV at $a=42$ Å. On further widening the error turns, passes through zero and grows.

Scaling $a$ and $L$ together does converge. In vacuum a point-charge lattice has no other length, so its error falls as $1/a$. The divergence with height is a statement about $L\to\infty$ at fixed $A$.

**Q.** Put numbers on it. Would it alter a conclusion about doping?

**A.** Take a singly positive iodine vacancy in monolayer CrI$_3$, a donor that would compensate acceptors. The parameters are rough: lattice constant 7 Å, thickness 7 Å, $\varepsilon_\perp=4$, $\varepsilon_\parallel=6$, charge width $s=1$ Å. A $3\times3$ cell has $a=21$ Å and $A=381.9$ Å$^2$. In place of $q^2$ we insert $e^2/(4\pi\varepsilon_0)=14.40$ eV Å:

$$\frac{d\mathcal E}{dL}=\frac{\pi(14.40)}{6(381.9)}=0.0197\ \text{eV/Å},$$

or $3.84\times10^{-4}$ hartree/bohr. At $L=20$ Å the bare sheet has 0.395 eV. The slab factor is $0.25+0.75(0.65)^3=0.456$, which leaves 0.180 eV. The lateral part is $-0.629$ eV, so the total error is $-0.449$ eV.

| $L$ (Å) | sheet in slab (eV) | lateral (eV) | total error (eV) |
|---|---|---|---|
| 20 | 0.180 | −0.629 | −0.449 |
| 40 | 0.530 | −0.629 | −0.099 |
| 80 | 1.295 | −0.629 | 0.665 |
| 160 | 2.861 | −0.629 | 2.232 |

From 80 to 160 Å the total rises by $1.567/80=0.0196$ eV/Å, close to the limiting slope.

Going from 20 to 40 Å raises the apparent formation energy by 0.350 eV. At a rough growth temperature of 900 K, $kT=0.0776$ eV. With the Fermi level and atomic reservoirs held fixed, the predicted dilute concentration of charged vacancies is multiplied by $e^{-0.350/0.0776}\approx0.011$. The $(+/0)$ level, where $E_f(+)=E_f(0)$, moves down by the same 0.350 eV, since $E_f(+)$ rises with $E_F$ at unit slope. Both changes come from vacuum alone.

**Q.** The error changes sign. Could I work at the height where it vanishes?

**A.** In this model that height is 45.3 Å. It is a cancellation, not convergence: the error still rises there, and the crossing depends on the cell area and the permittivities. Doubling both permittivities at $L=20$ Å shifts the error by 0.179 eV, a large fraction of its 0.449 eV magnitude.

Two other simplifications, the position and the width of the charge, matter less here. Placing the charge 1.6 Å off centre, roughly the iodine position, changes the sheet part by 0.005 eV at $L=20$ Å and the lateral part, at infinite $L$, by $-0.013$ eV. Doubling the charge width changes the error by 0.011 eV.

**Q.** And if I scale all the cell edges together?

**A.** Starting from $a=21$ Å and $L=20$ Å, with the slab itself unchanged, the error is $-0.449$ eV. It is $-0.283$ eV at factor 2, $-0.105$ eV at factor 8 and $-0.031$ eV at factor 32. The first doubling does not even halve it.

The reason is in-plane screening. For small $g$ and large $L$, $Y_v\to1$ and $T\simeq\kappa gt/2$. Using $\bar\varepsilon\kappa=\varepsilon_\parallel$ and $\kappa/\bar\varepsilon=1/\varepsilon_\perp$,

$$Y\simeq\frac{1+\varepsilon_\parallel gt/2}{1+gt/(2\varepsilon_\perp)}\simeq1+gr,\qquad r=\frac t2\left(\varepsilon_\parallel-\frac1{\varepsilon_\perp}\right).$$

Here $r=3.5(6-0.25)\approx20$ Å, about the edge of the starting cell. The inverse-edge law needs $a\gg r$. Factor times error should then approach the vacuum-lattice value, $-1.046$ eV. At factor 32 it is $-0.99$ eV.

**Q.** Does a negative defect behave in the same way? The formula contains $q^2$.

**A.** It does while the charge stays on the slab. For surplus electrons, however, mid-vacuum is attractive. Let $\sigma=|q|/A$, and let $I$ be the energy needed to take an electron from the level to vacuum without the sheet's field. The drop from sheet to mid-vacuum is

$$\int_0^{L/2}2\pi\sigma\left(1-\frac{2z}{L}\right)dz=\frac{\pi\sigma L}{2}.$$

In a mean-field calculation charge can leave in fractions, and spilling begins when this drop reaches $I$, at

$$L_c=\frac{2IA}{\pi|q|}.$$

The mean field matters here. If a single surplus electron moved from the bare sheet to mid-vacuum as a whole, together with its periodic images, the field energy would not change, and the move would cost $I$ at any height.

**Q.** What happens to the energy beyond that height?

**A.** Treat the electrons classically in mean field. They fill a layer around mid-vacuum, where they cancel the background and the field vanishes. A depleted width $w$ remains on each side of the sheet. At distance $x$ from the neutral layer the field has magnitude $4\pi\sigma x/L$. Equilibrium requires the drop across $w$ to equal $I$:

$$\frac{2\pi\sigma w^2}{L}=I\quad\Rightarrow\quad\frac wL=\sqrt{\frac{I}{2\pi\sigma L}}=\frac12\sqrt{\frac{L_c}{L}}.$$

The field energy per area is

$$\frac{2}{8\pi}\int_0^w\left(\frac{4\pi\sigma x}{L}\right)^2dx=\frac{4\pi\sigma^2w^3}{3L^2}=\frac{2w}{3L}\,I\sigma.$$

The sheet keeps charge $2w\sigma/L$, so moving the rest costs $I\sigma(1-2w/L)$. Adding the two and multiplying by $A$,

$$\mathcal E=|q|I\left(1-\frac{4w}{3L}\right)=|q|I\left(1-\frac23\sqrt{\frac{L_c}{L}}\right).$$

At $L=L_c$ this is $|q|I/3$, which equals $\pi q^2L_c/(6A)$, so the two laws join. Beyond $L_c$ the energy approaches the bound $|q|I$. Direct minimisation of a discretised classical charge distribution at $L/L_c=2$, 4 and 9 agrees with this law within 0.5%.

**Q.** Would I meet this in a practical cell?

**A.** For a rough level depth of 5 eV in the same $3\times3$ cell, the bare-sheet onset is 84 Å. At $L=200$ Å the linear law gives 3.95 eV and the spilled state 2.83 eV; at 800 Å they give 15.8 and 3.92 eV.

The slab delays the onset, because screening removes $(1-1/\varepsilon_\perp)\pi\sigma t(1-t/2L)$ from the drop. This moves it to 95 Å. Localisation delays it further. The lateral energy is quadratic in charge, so an electron's level shifts by its derivative, $2\mathcal E_{\rm lat}=-1.26$ eV. The required drop becomes 6.26 eV and the onset 116 Å.

The spilled electron also has zero-point energy. The background makes a harmonic well with $\omega^2=4\pi\sigma/L$ in atomic units, and $\omega/2$ is 0.10 eV at the bare-sheet onset, about 2% of the depth. A basis confined to the slab cannot represent the spilled state, so there the linear growth continues. A positive defect has no such escape, since its field holds electrons to the slab.

**Q.** How close is this to an actual CrI$_3$ layer?

**A.** The lattice constant and thickness are of the right size. The permittivities are less certain, because a monolayer has no sharply defined dielectric thickness, and the 5 eV depth is an assumed scale. The model omits atomic-scale variations of the response and any change in the defect's bonding. A layer in a device also breaks the assumption of vacuum on both sides. If a medium of permittivity 4 filled the whole cell, the slope would fall from 0.0197 to 0.0049 eV/Å, and the isolated energy would change too. The table therefore applies to a free-standing layer.

**Q.** What should I do with my vacancy, then?

**A.** Keep $L$ below the spill onset if the defect is negative, and confirm that its charge remains on the slab. Subtract the sheet and lateral errors, using the slab's own dielectric response. Then vary $L$ and $A$ separately: the electrostatic part of the corrected energy should stay nearly steady in both directions, although a change of $A$ can also alter the strain and the overlap between defects. A remaining slope in $L$ near $\pi q^2/(6A)$ suggests that the sheet term has not been removed.

## Table of computed values

```
lattice constant 7.0 A, repeat 3, edge 21.0 A
cell area 381.92 A^2, slab thickness 7.0 A
permittivity normal 4.0, in plane 6.0
charge width 1.0 A, temperature 900 K
e^2/(4 pi eps0) = 14.3996 eV A, kT = 0.0776 eV
slope pi q^2/(6A) = 0.01974 eV/A
same slope = 3.8391e-04 hartree/bohr
L (A): bare sheet, sheet in slab, lateral, total error (eV)
   20: 0.395 0.180 -0.629 -0.449
   30: 0.592 0.348 -0.629 -0.281
   40: 0.790 0.530 -0.629 -0.099
   60: 1.184 0.908 -0.629 0.279
   80: 1.579 1.295 -0.629 0.665
  160: 3.159 2.861 -0.629 2.232
error change from L = 20 to 40 A: 0.350 eV
false concentration factor exp(-change/kT): 1.10e-02
total error vanishes at L = 45.3 A
cutoff shift of error, L = 20 A: 0.0e+00 eV
uniform scaling from L = 20 A: factor, total error (eV)
  1: -0.4490
  2: -0.2829
  4: -0.1775
  8: -0.1050
 16: -0.0582
 32: -0.0308
limit of factor x error (vacuum lattice): -1.0456 eV
vacuum planar constant x sqrt(A): -1.96052
fixed L, edge doubled: L x energy step = 0.69315 (unit q)
sizes of neglected effects
iodine offset 1.6 A: sheet part 0.0050 eV, lateral -0.0125 eV
both permittivities doubled, L = 20 A: 0.179 eV
charge width doubled, L = 20 A: 0.0114 eV
voltage across half slab, L = 20 A: 0.171 V
field just outside a bare sheet: 0.237 V/A
negative defect, level depth 5.0 eV
spill onset, bare sheet: L = 84.4 A
spill onset, sheet in slab: L = 94.5 A
spill onset, localised charge in slab: L = 115.9 A
zero-point energy of spilled electron at onset: 0.103 eV
L = 200 A: linear law 3.95 eV, with spill 2.83 eV
L = 800 A: linear law 15.79 eV, with spill 3.92 eV
```
